# Why a film switches locally while its average temperature stays low

**Question.** An insulating film between two metal electrodes contains one narrow path that conducts better than its surroundings. At some voltage the current jumps and the path becomes hundreds of kelvin hotter, yet the film as a whole hardly warms. How can a thermal instability happen in a film that is, on average, cold? Does the spreading of heat from the narrow path cause the localization, or oppose it?

## Mechanism

Two different temperatures are involved. The current through the path, called the filament below, depends on the temperature inside it. If conduction is activated, a small local rise increases the conductance, at fixed voltage this increases the Joule power, and the power raises the temperature further. The loop runs away when a small extra rise produces enough extra power to more than sustain itself. No other part of the film has to be hot.

The average temperature responds to the total power. With good thermal contact to the electrodes, heat leaving the filament travels sideways over a distance comparable with the film thickness and then passes into the electrodes. Film area beyond that distance adds cold volume to the average without changing the filament temperature.

Spreading does not select the filament, however. At equal power density it cools a narrow region better than a broad one. For the film to stay cold until the filament switches, the filament must therefore conduct much better than the film, and the scale of the required contrast can be estimated.

## Model

The film has thickness $d$, area $A$ and thermal conductivity $\kappa$, taken as constant and equal inside and outside the filament. The filament is a cylinder of radius $a$ running from electrode to electrode, far from the film edges. Its conductivity is

$$\sigma(T)=\sigma_0\exp\left[-\frac Ek\left(\frac1T-\frac1{T_0}\right)\right],$$

so $\sigma_0$ is the value at the ambient temperature $T_0$. Here $k$ is Boltzmann's constant. Current flows along the filament, and heating elsewhere is neglected. The electrodes stay at $T_0$, and each interface has thermal resistance $R_K$ (temperature drop per heat flux). With $\theta=T-T_0$ and $\ell=\kappa R_K$, equality of heat fluxes gives $\theta=\ell\,\partial_z\theta$ at $z=0$ and $\theta=-\ell\,\partial_z\theta$ at $z=d$. No heat leaves through the side edges.

## The average depends on power and area

In the steady state $-\kappa\nabla^2\theta=q$, where $q$ is the power density. To find the average without solving for $\theta$, introduce a function $\phi(z)$ with $-\kappa\phi''=1$ and the same interface conditions. Integrating twice gives $\phi=-z^2/2\kappa+bz+c$. Symmetry about $z=d/2$ requires $b=d/2\kappa$, and the condition at $z=0$ gives $c=\ell b$. Hence

$$\phi(z)=\frac{z(d-z)+\ell d}{2\kappa}.$$

Green's identity now gives

$$\int\theta\,dV=\int\theta(-\kappa\nabla^2\phi)\,dV=\int\phi q\,dV+\kappa\oint(\phi\,\partial_n\theta-\theta\,\partial_n\phi)\,dS.$$

At the electrodes $\partial_n\theta=-\theta/\ell$ and $\partial_n\phi=-\phi/\ell$, so the two surface terms cancel. At the side edges both normal derivatives vanish. If $p(z)$ is the heating power per unit filament length,

$$\langle\theta\rangle=\frac1{Ad}\int_0^d p(z)\phi(z)\,dz .$$

For uniform heating, $p=P/d$. Since $\int_0^d\phi\,dz=(d^3/6+\ell d^2)/2\kappa$,

$$\langle\theta\rangle=\frac{P}{\kappa A}\left(\frac d{12}+\frac\ell2\right).$$

For any other distribution, replacing $\phi$ by its midplane maximum gives the upper bound $P(d/8+\ell/2)/(\kappa A)$. The filament radius appears in neither expression. Concentrating a given power raises the peak but leaves the average unchanged, provided the distribution over depth is unchanged.

## The filament temperature depends on spreading

In this section $k$ denotes a wavenumber, not Boltzmann's constant; the subscripted $k_1$ is a wavenumber throughout. A heating pattern symmetric about the midplane can be expanded in modes $\cos k(z-d/2)$. The condition at $z=0$ reads $\cos(kd/2)=\ell k\sin(kd/2)$, or

$$k\tan(kd/2)=1/\ell .$$

Let one mode have amplitude $p_k$ and write $\theta=f(r)\cos k(z-d/2)$. Then

$$f''+\frac{f'}r-k^2f=-\frac{p_k}{\pi a^2\kappa}\quad(r<a),$$

with zero on the right for $r>a$. Put $x=ka$ and $f_0=p_k/(\pi a^2\kappa k^2)$. The solution finite on the axis is $f_0[1-CI_0(kr)]$, and the decaying solution outside is $f_0DK_0(kr)$. Continuity of temperature and heat flux at $r=a$ requires

$$1-CI_0(x)=DK_0(x),\qquad CI_1(x)=DK_1(x).$$

Eliminating $D$ gives $C[I_0K_1+I_1K_0]=K_1$. The bracket equals $1/x$, so $C=xK_1(x)$. The average of $I_0(kr)$ over the filament section is $2I_1(x)/x$. The section-averaged rise per unit $p_k$ is therefore

$$Z(k)=\frac{1-2I_1(ka)K_1(ka)}{\pi a^2\kappa k^2}.$$

For a narrow filament, $x\ll1$, use $I_1\simeq x/2+x^3/16$ and $K_1\simeq1/x+(x/2)[\ln(x/2)+\gamma-1/2]$, where $\gamma$ is Euler's constant. Their product is $1/2+(x^2/4)[\ln(x/2)+\gamma-1/4]$ to this order, and

$$Z(k)\simeq\frac{\Lambda}{2\pi\kappa},\qquad \Lambda=\ln\frac2{ka}-\gamma+\frac14 .$$

The logarithm expresses spreading from a thin line. It is cut off at the distance $1/k_1$, set by the smallest root $k_1$, because the electrodes have drained the heat by then.

Let $R_{\rm th}$ be the filament rise, averaged over section and length, per unit total power for uniform heating. Projecting the uniform source on the modes $c_n=\cos k_n(z-d/2)$ gives

$$R_{\rm th}=\frac1{d^2}\sum_n Z(k_n)\frac{\left(\int_0^d c_n\,dz\right)^2}{\int_0^d c_n^2\,dz}\approx\frac{\Lambda_1}{2\pi\kappa d},$$

where the last form assigns all the heating to the first mode. Dividing the average rise by the filament rise at equal power gives

$$\frac{\langle\theta\rangle}{\theta_{\rm fil}}\approx\frac{2\pi d\,(d/12+\ell/2)}{\Lambda_1A}.$$

If $\ell$ is no larger than about $d$, the ratio is small when the film area is large compared with the square of its thickness. It ceases to be small when the device is only about as wide as $1/k_1$, or when many filaments fill the area.

## Activated current turns heating into switching

First give the filament a single temperature $T$. Its conductance is $G(T)=\pi a^2\sigma(T)/d$, and heat balance reads $T-T_0=R_{\rm th}G(T)V^2$. Thus

$$V^2=\frac{T-T_0}{R_{\rm th}G(T)},\qquad \ln V^2=\ln(T-T_0)+\frac E{kT}+\text{const}.$$

Setting the derivative with respect to $T$ to zero gives

$$\frac1{T-T_0}=\frac E{kT^2}\quad\Longrightarrow\quad T_c-T_0=\frac{kT_c^2}E .$$

This is also the runaway condition. At fixed $V$, an extra rise $\delta T$ produces extra power that would sustain a rise $R_{\rm th}V^2G'\delta T=(T-T_0)(E/kT^2)\delta T$. The loop is unstable when the factor multiplying $\delta T$ exceeds one.

The condition is the quadratic $kT_c^2-ET_c+ET_0=0$. Its lower root is the voltage maximum:

$$T_c=\frac E{2k}\left[1-\sqrt{1-\frac{4kT_0}E}\right].$$

A maximum exists for $E>4kT_0$. With weaker activation, the conductance grows too slowly to produce a turning point in this single-temperature model. For $E\gg kT_0$ the critical rise tends to $kT_0^2/E$, which can be far smaller than the rise after switching.

The exponent at threshold simplifies, since $(E/k)(1/T_0-1/T_c)=E(T_c-T_0)/(kT_0T_c)=T_c/T_0$. Therefore $G(T_c)=G_0e^{T_c/T_0}$, with $G_0=\pi a^2\sigma_0/d$, and

$$V_{\rm th}=\sqrt{\frac{T_c-T_0}{R_{\rm th}G_0}}\;e^{-T_c/2T_0}.$$

The temperature actually varies along the filament. The current $I$ is common to all sections, so the local field is $F=I/[\pi a^2\sigma(T)]$ and the heating is $p=IF$. At fixed current, heating falls as temperature rises. Specifying the current thus allows the steady states to be followed past the voltage maximum. The first maximum of $V(I)=\int F\,dz$ is the threshold of this distributed model.

## Why the filament needs a conductivity contrast

Consider a broad film that heats uniformly over its area and obeys the same conductivity law. Let $\rho=1/\sigma$, let $J$ be the current density, and let $\psi$ be the voltage measured from the midplane, with $\psi'=J\rho$. Heat balance is $(\kappa T')'=-J^2\rho=-J\psi'$. Both $T'$ and $\psi$ vanish at the midplane, so $\kappa T'=-J\psi$. Dividing by $\psi'$ gives $\kappa\rho\,dT=-\psi\,d\psi$. Integration from the film surface, at temperature $T_s$ and $\psi=V/2$ in magnitude, to the midplane at $T_m$ gives

$$V^2=8\kappa\int_{T_s}^{T_m}\rho(T)\,dT .$$

The surface temperature follows from $JV/2=(T_s-T_0)/R_K$. If $\sigma_0$ is divided by $s$, then dividing $J$ by $\sqrt s$ and multiplying $V$ by $\sqrt s$ leaves all heating terms and temperatures unchanged. The broad-film threshold therefore scales as $\sigma_0^{-1/2}$. With equal activation energies, the filament reaches its threshold first if

$$\frac{\sigma_{\rm fil}}{\sigma_{\rm film}}>\left(\frac{V_{\rm th}}{V_{\rm broad}}\right)^2,$$

where $V_{\rm broad}$ is calculated with the filament's conductivity. This compares two isolated problems, so the condition is sufficient but not necessary. Near this contrast the film carries current, warms and preheats the filament, which lowers the filament threshold. Runaway can then start at the filament at a smaller contrast, but the film is no longer cold. Neglecting heating outside the filament requires a contrast well above this value.

## From the formula to numbers

Take a 200 nm film measuring 2 μm by 2 μm, with $a=10$ nm, $\kappa=1$ W/(m K), $R_K=10^{-8}$ m² K/W and hence $\ell=10$ nm. At 300 K the filament conductivity is 5 S/cm and that of the film is $10^{-5}$ S/cm; $E=0.18$ eV. An external circuit limits the current to 80 μA.

The lateral decay length is $1/k_1=70$ nm. Thus $\Lambda_1=\ln(14.0)-0.577+0.25=2.31$, and the one-mode estimate gives $R_{\rm th}=1.84$ K/μW. The full sum gives 1.73 K/μW. An independent solution of the heat equation on a grid in radius and depth gives 1.74 K/μW.

The average rise per unit power is

$$\frac{(16.7+5)\times10^{-9}\ \text m}{(1\ \text{W/(m K)})(4\times10^{-12}\ \text{m}^2)}=0.0054\ \text{K/μW}.$$

Each microwatt thus heats the filament about 320 times more than it heats the average film.

For the threshold, $kT_0^2/E=43$ K, while the full quadratic gives a critical rise of 63 K. With $G_0=0.785$ μS and $T_c/T_0=1.21$, the conductance at threshold is $0.785\times e^{1.21}=2.63$ μS. Hence

$$V_{\rm th}=\sqrt{\frac{63.1}{1.73\times2.63}}\ \text V\approx3.7\ \text V.$$

The distributed model gives 3.8 V, with 10.3 μA, 39 μW and a midplane filament rise of 73 K. The film-average rise is 0.20 K. The uniform-heating formula would give $39.3\times0.0054=0.21$ K. The distributed value is slightly lower because the colder, more resistive filament ends receive more heating, and $\phi$ is smallest there.

At the 80 μA limit the voltage has fallen to 2.6 V and the power is 207 μW. The midplane rise averaged over the filament section is about 370 K, and the axis reaches an absolute temperature of about 710 K. The film average has risen by 1.0 K. About 0.7% of the midplane area is more than 50 K above ambient.

A time-dependent calculation with heat capacity 3 MJ/(m³ K) tests the threshold. At 0.96 of the threshold voltage the current settles at 6.5 μA. At 1.04 of it the current reaches the limit after 30 to 35 ns (35 ns with a time step of 0.25 ns; finer steps shorten it by about 4 ns); so close to threshold, the delay is sensitive to small changes in voltage. Up to that moment the power is below $1.04\times3.805\ \text V\times80\ \text{μA}=317$ μW, so the energy supplied is below 12 pJ. The whole film has heat capacity 2.4 pJ/K. Its average rise during the delay would therefore stay below 5 K even if no heat escaped.

The current limit matters. In the single-temperature model, the upper root of the quadratic is about 1730 K, and a voltage held above threshold has its next steady state far above that temperature. The assumed material law cannot be trusted there.

The broad film, given the filament's conductivity, has a threshold of 0.66 V. The two isolated thresholds are equal at a contrast of $(3.805/0.665)^2\approx33$, against $5\times10^5$ in the example. This number sets a scale and is not a sharp minimum. With heating of the film included, a contrast of 33 gives a threshold near 3.1 V with the film average already about 25 K above ambient, and at a contrast of 10 runaway still starts at the filament, near 2.1 V, in a film about 70 K above ambient. The low broad-film value shows that lateral spreading opposes localization: the narrow filament needs more voltage than a broad region of the same material. Its higher conductivity overcomes this disadvantage. This conclusion concerns the onset of runaway; beyond its threshold even a uniform film can constrict its current into a filament, a process not treated here.

With all other parameters fixed, the threshold is 6.6 V for $a=5$ nm, 3.8 V for 10 nm and 2.3 V for 20 nm. The formula explains the trend: $G_0\propto a^2$ and $R_{\rm th}\propto\Lambda_1$, so $V_{\rm th}\propto1/(a\sqrt{\Lambda_1})$. Doubling the radius less than halves the voltage because $\Lambda_1$ also decreases.

## Comparison with a real switch

The parameters are rough values in the regime of an oxygen-deficient niobium-oxide threshold switch. The film is thicker than the tens of nanometres used in compact devices, which switch at roughly 1 V, so a higher voltage is expected here. One assumption that strongly affects the average is that the electrodes stay at ambient temperature. If all the on-state heat crossed a 300 nm oxide layer of conductivity 1.4 W/(m K) beneath the device, spread evenly over its area, the added rise would be about 11 K. This exceeds the film's own 1 K average, but remains small beside the 400 K rise on the filament axis. A thin electrode spreads the heat less evenly. For metal 10 to 100 nm thick with conductivity 20 to 50 W/(m K) on this oxide, with all the heat going down and the flux pattern unchanged, the rise beneath the filament is roughly 30 to 200 K. Electrodes at ambient temperature are then a poor assumption for the filament as well. If half the heat enters a thick metal electrode of conductivity $\kappa_m=50$ W/(m K) through a spot of radius $r_s=100$ nm, the local rise there is roughly $(P/2)/(4\kappa_m r_s)\approx5$ K. Directly beneath the filament, where the heat flux is concentrated, it can be about twice as large.

Other omissions affect the filament. Field-assisted hopping, with current density proportional to $\sinh(eFL/2kT)$ at field $F$ (with $e$ the elementary charge) and hop length $L=1.5$ nm, lowers the threshold only from 3.81 to 3.73 V. Poole-Frenkel conduction, often used to describe niobium-oxide switches, would matter much more. In a field $F$ it lowers the activation barrier by $\sqrt{e^3F/(\pi\epsilon_0\epsilon_r)}$, where $e$ is the elementary charge, $\epsilon_0$ the vacuum permittivity and $\epsilon_r$ the relative permittivity. For $\epsilon_r=45$ and the mean threshold field of 0.19 MV/cm this is about 0.05 eV, more than $kT$. With the same low-field conductivity, the threshold would then lie well below 3.8 V, so the voltages calculated here illustrate the thermal mechanism and do not predict those of a particular device. Leakage through the rest of the film is 0.08 μA at threshold, below 1% of the filament current. Electronic heat conduction is less negligible: the free-electron relation gives 0.5 W/(m K) on the hot axis, half the assumed $\kappa$. That relation need not hold for hopping carriers, but if it did, the on-state core would be slightly cooler than calculated. The effect is small because most of the resistance to heat spreading lies outside the filament. The remaining values are in the numerical output.

## Computed values

```
film thickness: 200 nm
film side: 2 um
filament radius: 10 nm
ambient temperature: 300 K
activation energy: 0.18 eV
filament conductivity at 300 K: 5 S/cm
film conductivity at 300 K: 1e-05 S/cm
thermal conductivity: 1 W/(m K)
interface thermal resistance: 1e-08 m2 K/W
interface length ell: 10 nm
heat capacity: 3 MJ/(m3 K)
current limit: 80 uA
lateral decay length 1/k1: 69.99 nm
filament thermal resistance: 1.728 K/uW
same, one-mode logarithm: 1.84 K/uW
same, finite volume: 1.736 K/uW
scale k*T0^2/E: 43.09 K
lumped critical rise: 63.13 K
lumped threshold voltage: 3.723 V
distributed threshold voltage: 3.805 V
threshold current: 10.33 uA
threshold power: 39.32 uW
threshold mean field: 0.1902 MV/cm
threshold midplane filament rise: 72.79 K
threshold film-average rise: 0.2025 K
on-state voltage, modal: 2.586 V
on-state voltage, finite volume: 2.558 V
on-state power, modal: 206.9 uW
on-state midplane section rise, modal: 368.5 K
on-state midplane section rise, grid: 369.4 K
on-state axis temperature, grid: 707.6 K
on-state film-average rise, modal: 1.04 K
on-state film-average rise, grid: 1.032 K
midplane area hotter by over 50 K: 0.7 %
delay at 1.04 threshold voltage: 35 ns
settled current at 0.96 threshold: 6.537 uA
peak ratio, 100 nm spot / filament: 0.219
actual radius of that wide spot: 106.2 nm
threshold for 5 nm radius: 6.593 V
threshold for 20 nm radius: 2.299 V
broad-film threshold at filament sigma: 0.6648 V
minimum conductivity contrast: 32.7
example conductivity contrast: 5e+05
background Joule average rise at threshold: 0.0016 K
background leakage at threshold: 0.0761 uA
assumed hop length: 1.5 nm
threshold with field-assisted hopping: 3.734 V
on voltage with field-assisted hopping: 2.579 V
electronic heat conductivity at axis: 0.48 W/(m K)
assumed electrode heat conductivity: 50 W/(m K)
local electrode rise, rough: 5.2 K
assumed oxide underlayer thickness: 300 nm
assumed oxide heat conductivity: 1.4 W/(m K)
added rise from oxide, upper estimate: 11 K
```
